# Fowler-Nordheim current ratio of two barriers at two fields

**Data for all parts.** Two metal-insulator-metal junctions contain the same ferroelectric hafnia-like film and differ in the contact that injects electrons. The barrier from the Fermi level of that contact to the conduction band edge of the film is \(\phi_1=1.0\) eV in the first junction and \(\phi_2=1.2\) eV in the second. The effective mass in the barrier is \(m=0.2\) electron masses. The total field in the film is uniform and is the same in both junctions, first 5 MV/cm and then 10 MV/cm. Barriers and mass are held fixed when the field changes. The film is 5 nm thick unless another value is given.

Algebra is in atomic units, \(\hbar=m_e=e=1\). \(F>0\) is the force on the electron, directed away from the injecting contact at \(x=0\). Energies are measured from the Fermi level of that contact. Numerically, 1 MV/cm is a force of 0.1 eV/nm.

## Part (a): the tunnelling exponent

**Question.** Neglect the image force. Find the WKB exponent \(S\) for an electron at the Fermi level moving along the field, and state the condition on the film thickness \(d\). Evaluate \(S\) for both barriers and both fields.

**Answer.** The band edge in the film is \(V(x)=\phi-Fx\). At energy zero the electron is in a forbidden region as long as \(V>0\), that is, up to the exit point \(x_e=\phi/F\). There the wave decays with the constant
\[
\kappa(x)=\sqrt{2m(\phi-Fx)} .
\]
The amplitude falls by \(\exp(-\int\kappa\,dx)\) and the probability by the square of this, so the transmission is governed by \(e^{-S}\) with
\[
S=2\int_0^{\phi/F}\sqrt{2m(\phi-Fx)}\,dx .
\]
Put \(u=\phi-Fx\), so that \(dx=-du/F\). The limits \(x=0\) and \(x=\phi/F\) become \(u=\phi\) and \(u=0\), and the minus sign reverses their order:
\[
S=\frac{2\sqrt{2m}}{F}\int_0^{\phi}u^{1/2}\,du
=\frac{2\sqrt{2m}}{F}\cdot\frac{2}{3}\phi^{3/2}
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3F}.
\]
One power of \(\phi\) comes from the width of the triangle and half a power from the decay constant.

The exit point must lie inside the film, \(d\ge\phi/F\). At 5 MV/cm the exit distances are 2.00 and 2.40 nm, and at 10 MV/cm they are 1.00 and 1.20 nm. A 5 nm film satisfies the condition in all four cases.

For the numbers, 1 eV is 0.03675 hartree and the atomic unit of field is 5142 MV/cm. For the lower barrier
\[
S_1F=\frac{4\sqrt{0.4}}{3}\,(0.03675)^{3/2}\times 5142\ \text{MV/cm}=30.55\ \text{MV/cm}.
\]
The higher barrier multiplies this by \(1.2^{3/2}=1.3145\), which gives \(S_2F=40.16\) MV/cm. Division by the field yields

- at 5 MV/cm: \(S_1=6.11\), \(S_2=8.03\);
- at 10 MV/cm: \(S_1=3.06\), \(S_2=4.02\).

WKB requires \(S\) to be well above one. This is fair at the lower field and only moderately good at the higher one.

## Part (b): the ratio of the exponentials

**Question.** Let \(R=e^{-S_1}/e^{-S_2}\) be the exponential factor of the low barrier divided by that of the high barrier. Show that \(R\) falls from 6.8 to 2.6 when the field doubles from 5 to 10 MV/cm. Explain why the ratio falls although both currents grow.

**Answer.** At equal field and equal mass the exponents subtract:
\[
\ln R=S_2-S_1=\frac{4\sqrt{2m}}{3F}\left(\phi_2^{3/2}-\phi_1^{3/2}\right).
\]
The product \(F\ln R\) does not depend on the field. From part (a) it is \(40.16-30.55=9.61\) MV/cm. Therefore
\[
\ln R(5)=\frac{9.61}{5}=1.922,\qquad R(5)=e^{1.922}=6.8,
\]
\[
\ln R(10)=\frac{9.61}{10}=0.961,\qquad R(10)=e^{0.961}=2.6 .
\]
Since \(\ln R\) is proportional to \(1/F\), doubling the field halves the logarithm:
\[
R(2F)=\sqrt{R(F)} ,
\]
and indeed \(\sqrt{6.83}=2.61\).

Doubling the field halves both exponents. The exponential factor of the low barrier grows by \(e^{3.06}\), that of the high barrier by \(e^{4.02}\). The high barrier gains more because it had the larger exponent to lose, so the ratio of the two factors moves toward one, even though the difference between the currents grows.

The formula lets \(R\) tend to one at very high field, but the model fails before that, because \(S\) is then no longer large. At low field \(R\) grows without bound in the formula. In a film of finite thickness this growth ends at a field between those at which the two exit points reach the far electrode, which is the subject of part (d).

## Part (c): from the exponential to the current

**Question.** Assume that the momentum parallel to the interface is conserved, that the electrode bands are wide, and that flow from the far electrode is negligible. Derive the current density at zero temperature. Is the ratio of the currents equal to \(R\)? Estimate the effect of a temperature of 300 K.

**Answer.** With two spin states, the current density is
\[
J=\frac{2}{(2\pi)^3}\int d^2k_\parallel\int dk_x\,v_x\,f\,T ,
\]
where \(f\) is the occupation and \(T\) the transmission. At fixed \(k_\parallel\), \(v_x\,dk_x=dE\), so the details of the electrode band drop out:
\[
J=\frac{1}{4\pi^3}\int d^2k_\parallel\int dE\,f(E)\,T(E,k_\parallel).
\]
In the barrier, part of the energy is tied up in the parallel motion. Writing \(\varepsilon=k_\parallel^2/2m\), the decay constant obeys
\[
\frac{\kappa^2}{2m}=\phi-Fx-E+\varepsilon=w-Fx,\qquad w=\phi-E+\varepsilon .
\]
This is the barrier of part (a) with \(\phi\) replaced by \(w\), so \(T\approx e^{-S(w)}\). The area element is \(d^2k_\parallel=\pi\,d(k_\parallel^2)=2\pi m\,d\varepsilon\), hence
\[
J=\frac{m}{2\pi^2}\int dE\,f(E)\int_0^\infty d\varepsilon\;e^{-S(\phi-E+\varepsilon)} .
\]
At zero temperature \(E\le0\). For a given \(w\), the condition \(\varepsilon=w-\phi+E\ge0\) demands \(E\ge\phi-w\). The allowed energies thus fill an interval of length \(w-\phi\), and
\[
J=\frac{m}{2\pi^2}\int_\phi^\infty (w-\phi)\,e^{-S(w)}\,dw .
\]

The integrand is concentrated near \(w=\phi\). Expand \(S(w)\approx S+(w-\phi)/\Delta\), where
\[
\frac1\Delta=\frac{dS}{d\phi}=\frac{2\sqrt{2m\phi}}{F}=\frac{3S}{2\phi}.
\]
With \(y=w-\phi\) and \(\int_0^\infty y\,e^{-y/\Delta}dy=\Delta^2\),
\[
J\approx\frac{m\Delta^2}{2\pi^2}e^{-S}
=\frac{m}{2\pi^2}\,\frac{F^2}{8m\phi}\,e^{-S}
=\frac{F^2}{16\pi^2\phi}\,e^{-S}.
\]
The factor \(F^2\) cancels between the junctions, but \(1/\phi\) does not:
\[
\frac{J_1}{J_2}\approx\frac{\phi_2}{\phi_1}\,R=1.2\,R ,
\]
which is 8.2 at 5 MV/cm and 3.1 at 10 MV/cm. The numbers 6.8 and 2.6 are therefore ratios of exponentials and not of currents.

The next term of the expansion shows how good the closed form is. Because \(S\propto w^{3/2}\), \(S''=3S/(4\phi^2)\). The factor \(e^{-S''y^2/2}\approx1-S''y^2/2\), together with \(\int_0^\infty y^3e^{-y/\Delta}dy=6\Delta^4\), changes \(J\) by the relative amount
\[
-\frac{S''}{2}\,6\Delta^2=-3\cdot\frac{3S}{4\phi^2}\cdot\frac{4\phi^2}{9S^2}=-\frac1S .
\]
For the low barrier this first correction is about \(-16\) % at 5 MV/cm and \(-33\) % at 10 MV/cm. Higher terms partly offset it: the full integral lies below the closed form by about one eighth and one fifth. Much of the change cancels in the ratio. Numerical integration over \(w\), without the expansion, gives \(J_1/J_2=8.0\) and 3.0.

At finite temperature the linear expansion gives
\[
J\approx\frac{m\Delta}{2\pi^2}e^{-S}\int dE\,f(E)\,e^{E/\Delta}.
\]
For \(k_BT\) well below \(\Delta\), the leading thermal correction to an integral \(\int f g\,dE\) is \((\pi^2/6)(k_BT)^2g'(0)\). Here \(g=e^{E/\Delta}\), the zero-temperature integral is \(\Delta\), and \(g'(0)=1/\Delta\). The current is multiplied by
\[
1+\frac{\pi^2}{6}\left(\frac{k_BT}{\Delta}\right)^2 .
\]
At 5 MV/cm the low barrier has \(\Delta=2\phi_1/(3S_1)=0.109\) eV, while \(k_BT=0.026\) eV at 300 K. The estimate is an increase of 9 %; the full WKB integral gives 11 %. The high barrier has the smaller \(\Delta\) and gains slightly more, so the current ratio drops a little, from 8.0 to 7.8. At 10 MV/cm it remains 3.0 to two digits.

## Part (d): a film thinner than the exit distance

**Question.** The film is now 1.5 nm thick, with the same barriers, mass and fields. Find the exponent when the electron reaches the far electrode before the exit point. Does the exponential ratio still fall when the field doubles?

**Answer.** If \(Fd<\phi\), the integral of part (a) stops at \(x=d\), where \(u=\phi-Fd\):
\[
S_d=\frac{2\sqrt{2m}}{F}\int_{\phi-Fd}^{\phi}u^{1/2}du
=\frac{4\sqrt{2m}}{3F}\left[\phi^{3/2}-(\phi-Fd)^{3/2}\right].
\]
At 5 MV/cm the band drops by \(Fd=0.75\) eV across the film. This leaves 0.25 eV of the low barrier and 0.45 eV of the high one at the far side. The common factor is 6.11 for energies in eV, so
\[
S_{d,1}=6.11\,(1-0.25^{3/2})=6.11\times0.875=5.35,
\]
\[
S_{d,2}=6.11\,(1.2^{3/2}-0.45^{3/2})=6.11\times1.0127=6.19 .
\]
The difference is 0.84 and the ratio is 2.3. At 10 MV/cm the drop is 1.5 eV, which exceeds both barriers. Both exit points are inside the film again, and the ratio is 2.6 as in part (b). In this film the ratio rises, from 2.3 to 2.6.

The reason is visible in the difference of the two integrals. While \(Fd<\phi_1\),
\[
\ln R_d=2\sqrt{2m}\int_0^d\left[\sqrt{\phi_2-Fx}-\sqrt{\phi_1-Fx}\right]dx .
\]
The bracket equals \((\phi_2-\phi_1)/(\sqrt{\phi_2-Fx}+\sqrt{\phi_1-Fx})\). Its denominator shrinks as \(F\) grows, so \(\ln R_d\) increases with field. Once \(Fd>\phi_2\), the law \(\ln R\propto1/F\) takes over and the ratio decreases. The maximum lies between \(\phi_1/d\) and \(\phi_2/d\), here between 6.7 and 8 MV/cm, and the doubling from 5 to 10 MV/cm steps across it. This peak, about 3.4 near 7.8 MV/cm, belongs to the WKB exponential. For free-electron contacts with band bottoms 5 eV below their Fermi levels, the exact transmission ratio at the Fermi level and normal incidence is 2.1, 2.2 and 2.2 at 5, 7.5 and 10 MV/cm: it does not fall, but it stays well below the WKB value near the peak.

At vanishing field the barrier is rectangular and
\[
\ln R_d\to2d\sqrt{2m}\left(\sqrt{\phi_2}-\sqrt{\phi_1}\right).
\]
From part (a), \(2\sqrt{2m\phi_1}=3S_1F/(2\phi_1)\). With \(S_1F=3.055\) eV/nm this is \(4.58\ \text{nm}^{-1}\). The logarithm is then \(4.58\times1.5\times(\sqrt{1.2}-1)=0.66\), and the ratio tends to 1.9. (This limit concerns the exponential factor; the net current itself vanishes at zero bias.)

The square-root law of part (b) therefore needs \(d\ge\phi_2/F\) at the lower of the two fields, which here means at least 2.4 nm.

## Part (e): what the ratio means for a hafnia device

**Question.** Examine the effect on \(R\) of the image force, of a small field mismatch and of the mass. Then decide whether 6.8 and 2.6 can serve as on/off ratios of a hafnia tunnel junction in steady operation.

**Answer.** *Image force.* An electron at distance \(x\) from the metal is attracted by its image, which adds \(-a/x\) to the barrier, with \(a=1/(4\epsilon)\). The maximum of \(\phi-Fx-a/x\) follows from \(-F+a/x^2=0\), so \(x=\sqrt{a/F}\), and the top is lowered by
\[
F\sqrt{\frac aF}+a\sqrt{\frac Fa}=2\sqrt{aF}.
\]
With a rough optical permittivity of 4, the lowering is 0.42 eV at 5 MV/cm and 0.60 eV at 10 MV/cm, a large part of the barrier. Integrating the decay constant through the modified barrier gives exponents 4.68 and 6.66 at the lower field, and 1.76 and 2.77 at the higher. The low-barrier exponential grows by \(e^{6.11-4.68}\approx4\) at 5 MV/cm, yet \(R\) moves only to 7.2, and to 2.7 at 10 MV/cm. For these parameters the ratio is much less sensitive than the currents. The barrier top lies only 0.42 and 0.30 nm from the metal, so a continuum image potential is itself an estimate.

*Field mismatch.* If the field in the high-barrier junction is lower by a fraction \(\delta\), then
\[
\ln R'=\frac{S_2}{1-\delta}-S_1 .
\]
For \(\delta=0.05\) at 5 MV/cm this is \(8.03/0.95-6.11=2.34\), and the ratio becomes 10.4 instead of 6.8. At 10 MV/cm it becomes 3.2. A comparison at equal voltage thus requires closely equal film thicknesses and internal fields. Equal voltage does not give equal field by itself: if the far contact is the same in both junctions, the barrier difference of 0.2 eV makes the field in the high-barrier junction larger by 0.4 MV/cm across 5 nm, and the ratio becomes 3.8 and 2.2 instead of 6.8 and 2.6.

*Mass.* \(\ln R\) is proportional to \(\sqrt m\). A mass of 0.15 gives 5.3 and 2.3; a mass of 0.25 gives 8.6 and 2.9. This range also indicates the size of an effect of crystal orientation, if the mass along the field varied that much.

*WKB.* The exact wave solution for the triangular barrier, at the Fermi level and normal incidence, gives transmission ratios of 6.8 and 2.5. This holds for a free-electron contact with a kinetic energy of 5 eV and no reflection from the far electrode; another contact would have a different factor in front of the exponential. In a 5 nm film, a wave that stays coherent is partly reflected at the far electrode and interferes with itself. Take the far contact to be a free-electron metal too, with its band bottom 5 eV below its own Fermi level. As the thickness varies between 4.6 and 5.4 nm, the transmission ratio at the Fermi level and normal incidence then ranges from about 1.6 to 4.3 at 10 MV/cm, and from 6.9 to 7.5 at 5 MV/cm. These ranges depend on the far contact: if the electron arrives there with a kinetic energy of only 5 eV, they widen to about 0.9 to 7.7 and 5.3 to 10.4. The current sums over incident energies and angles. At 10 MV/cm this averages out much of the interference: with the first choice of contact, the current ratio varies only from about 2.6 to 3.5. At 5 MV/cm it varies from about 7.0 to 8.4, more than the ratio at normal incidence, because the wave at the Fermi level happens to be almost matched to that far contact and is hardly reflected. Scattering in the film would weaken the interference further.

*The real case.* For thin ferroelectric hafnia, a breakdown field near 5 MV/cm and a coercive field near 1.5 MV/cm are rough values. The first field of the problem is then already at breakdown, and the second is twice as high. The model currents support the same verdict. The low barrier would carry \(7\times10^4\) A/cm² at 5 MV/cm and \(6\times10^6\) A/cm² at 10 MV/cm. Across 5 nm, at 2.5 and 5 V, this dissipates about \(2\times10^5\) and \(3\times10^7\) W/cm². These values take the factor in front of the WKB exponential as one; the exact wave solution for the 5 eV free-electron contact gives about twice as much. The barriers are also low: for a metal such as titanium nitride on hafnia, roughly 2 eV is more representative. Barriers of 2.0 and 2.2 eV at 5 MV/cm would give \(\ln R=6.11\,(2.2^{3/2}-2.0^{3/2})=2.66\) and a ratio near 14. By the closed form of part (c), raising the lower barrier from 1.0 to 2.0 eV multiplies its current by \(e^{-11.2}/2\), about \(7\times10^{-6}\). Real films also leak through traps, which the model omits. If a trap current equal to \(J_2\) flowed in parallel in both junctions, the current ratio at 5 MV/cm would fall from 8.0 to \((8.0+1)/2=4.5\).

*On/off ratio.* The two fields are 3.3 and 6.7 times the rough coercive field. A polarization opposed to such a field would switch if the field lasted long enough, so the two polarization states of one junction could not both persist under it. The numbers 6.8 and 2.6 compare two contacts whose films are already polarized along the field. They illustrate the field law of the exponential factor and are not on/off ratios in steady operation.

## Numbers as computed

```
Barriers (eV): 1.0 and 1.2; mass (m_e): 0.2
Film thickness (nm): 5.0; thin film (nm): 1.5
Rough optical permittivity: 4.0
Rough breakdown, coercive field (MV/cm): 5.0, 1.5
Temperature (K): 300.0
Electrode kinetic energy (eV): 5.0
S*F, low barrier (MV/cm): 30.55
S*F, high barrier (MV/cm): 40.16
F ln R (MV/cm): 9.609
Below: value at first field | value at second field
Field (MV/cm): 5.0 | 10.0
Exponent S, low barrier: 6.110 | 3.055
Exponent S, high barrier: 8.031 | 4.016
ln R: 1.922 | 0.961
Exponential ratio R: 6.833 | 2.614
Exit distance, low barrier (nm): 2.00 | 1.00
Exit distance, high barrier (nm): 2.40 | 1.20
Voltage across film (V): 2.50 | 5.00
R times phi2/phi1: 8.199 | 3.137
Full WKB current ratio, 0 K: 7.975 | 3.001
Full WKB current ratio, 300 K: 7.830 | 2.988
300 K over 0 K current, low barrier: 1.112 | 1.030
Exact transmission ratio, normal incidence: 6.832 | 2.531
Image lowering of barrier top (eV): 0.424 | 0.600
S with image force, low barrier: 4.681 | 1.762
S with image force, high barrier: 6.661 | 2.771
R with image force: 7.242 | 2.742
R, high-barrier field 5 % lower: 10.427 | 3.229
R for mass 0.15: 5.282 | 2.298
R for mass 0.25: 8.572 | 2.928
R in thin film: 2.319 | 2.614
Field over rough breakdown field: 1.0 | 2.0
Field over rough coercive field: 3.3 | 6.7
WKB current, low barrier, 0 K (A/cm2): 7.49e+04 | 5.76e+06
WKB current, high barrier, 0 K (A/cm2): 9.39e+03 | 1.92e+06
Power per area, low barrier (W/cm2): 1.87e+05 | 2.88e+07
```
